\section*{Intrinsic carrier density and mass-action law in two dimensions}

\section{What dimensions and symmetry fix}

Consider one parabolic band of mass $m$ in a sheet, in equilibrium at temperature $T$. The only length that can be built from $\hbar$, $m$ and $k_BT$ is $\hbar/\sqrt{mk_BT}$, up to a number. An areal density must therefore have the form
\begin{equation}
n=\frac{mk_BT}{\hbar^2}\,F\!\left(\frac{\mu-E_c}{k_BT}\right),
\end{equation}
where $\mu$ is the Fermi level and $E_c$ the band edge. Only their difference can appear, because the zero of energy is arbitrary.

When the band is nearly empty, the Fermi function reduces to a Boltzmann factor and $F\propto e^{(\mu-E_c)/k_BT}$. A hole is a missing electron, so $\mu$ enters the hole density $p$ with the opposite sign, $p\propto e^{(E_v-\mu)/k_BT}$, with $E_v$ the valence-band edge. In the product $\mu$ cancels:
\begin{equation}
np\propto \frac{m_cm_v(k_BT)^2}{\hbar^4}\,e^{-E_g/k_BT},\qquad E_g=E_c-E_v>0 .
\end{equation}
The numerical constant, and the error made when the bands are not nearly empty of carriers, require a count of states.

\section{Model and conventions}

Near each conduction valley, with $\mathbf k$ measured from its minimum,
\begin{equation}
E(\mathbf k)=E_c+\frac{\hbar^2}{2}\left(\frac{k_x^2}{m_x}+\frac{k_y^2}{m_y}\right).
\end{equation}
The valence band has the same form with $E_v$ in place of $E_c$, a minus sign before the kinetic term, and its own positive masses. The degeneracies $g_c$ and $g_v$ include both spin and equivalent valleys. Carriers are independent, both bands share one $\mu$, and the parabolas are extended to infinite energy. The gap and masses do not depend on doping. $E_g$ is the single-particle gap, the cost of an electron and a hole far apart; the optical gap of a real sheet is smaller by the exciton binding energy and must not be used in its place. All densities are per area.

\section{Density of states}

In a periodic square of side $L$, allowed wavevectors are spaced by $2\pi/L$ in each direction, so each occupies an area $(2\pi/L)^2$. For large $L$ the sum over states becomes an integral:
\begin{equation}
n=\frac{g_c}{L^2}\sum_{\mathbf k}f(E(\mathbf k))
\;\to\;\frac{g_c}{4\pi^2}\int d^2k\,f(E(\mathbf k)),
\qquad f(E)=\frac{1}{e^{(E-\mu)/k_BT}+1}.
\end{equation}
To remove the anisotropy, put $k_x=\sqrt{m_x/m_c}\,q_x$ and $k_y=\sqrt{m_y/m_c}\,q_y$. The kinetic energy becomes $\varepsilon=\hbar^2q^2/2m_c$. The area element becomes $d^2k=(\sqrt{m_xm_y}/m_c)\,d^2q$, and the choice
\begin{equation}
m_c=\sqrt{m_xm_y}
\end{equation}
makes the prefactor unity. In polar coordinates $d^2q=2\pi q\,dq$, and $q\,dq=m_c\,d\varepsilon/\hbar^2$. Hence
\begin{equation}
n=\int_0^\infty D_c\,f(E_c+\varepsilon)\,d\varepsilon,
\qquad
D_c=\frac{g_c}{4\pi^2}\,2\pi\,\frac{m_c}{\hbar^2}=\frac{g_cm_c}{2\pi\hbar^2}.
\end{equation}
The density of states is constant above the edge. The same calculation gives $D_v=g_vm_v/(2\pi\hbar^2)$ below $E_v$.

\section{Carrier densities at any filling}

Let $u=\varepsilon/k_BT$ and $\eta=(\mu-E_c)/k_BT$. The integrand is a total derivative:
\begin{equation}
\frac{1}{e^{u-\eta}+1}=\frac{e^{\eta-u}}{1+e^{\eta-u}}
=-\frac{d}{du}\ln\!\left(1+e^{\eta-u}\right).
\end{equation}
The logarithm vanishes at $u\to\infty$, so the lower limit gives
\begin{equation}
n=N_c\ln\!\left(1+e^{(\mu-E_c)/k_BT}\right),\qquad
N_c=D_ck_BT=\frac{g_cm_ck_BT}{2\pi\hbar^2}.
\label{n}
\end{equation}
For holes the occupation is $1-f(E)=1/(e^{(\mu-E)/k_BT}+1)$. With $E=E_v-\varepsilon$ the exponent is $u-(E_v-\mu)/k_BT$, and the same integral gives
\begin{equation}
p=N_v\ln\!\left(1+e^{(E_v-\mu)/k_BT}\right),\qquad
N_v=\frac{g_vm_vk_BT}{2\pi\hbar^2}.
\label{p}
\end{equation}
The effective density of states $N_c$ is the number of states per area in an energy window $k_BT$. It is not a maximum density: for $\mu-E_c\gg k_BT$, equation (\ref{n}) gives $n\simeq D_c(\mu-E_c)$, which can exceed $N_c$.

\section{The mass-action law and its error}

Inverting the logarithms gives
\begin{equation}
e^{n/N_c}-1=e^{(\mu-E_c)/k_BT},\qquad
e^{p/N_v}-1=e^{(E_v-\mu)/k_BT}.
\end{equation}
Multiplication removes $\mu$:
\begin{equation}
\left(e^{n/N_c}-1\right)\left(e^{p/N_v}-1\right)=e^{-E_g/k_BT}.
\label{exact}
\end{equation}
This relation is exact within the parabolic model. If $n\ll N_c$ and $p\ll N_v$, each bracket reduces to its linear term, and
\begin{equation}
np\simeq n_i^2,\qquad
n_i=\sqrt{N_cN_v}\,e^{-E_g/2k_BT}
=\frac{k_BT}{2\pi\hbar^2}\sqrt{g_cg_vm_cm_v}\;e^{-E_g/2k_BT}.
\label{ni}
\end{equation}
This is the nondegenerate mass-action law. The symbol $n_i$ will always mean the formula (\ref{ni}).

To bound the error, set $x=n/N_c$, $y=p/N_v$ and $h(x)=x/(e^x-1)$. Dividing $np=N_cN_vxy$ by $n_i^2=N_cN_ve^{-E_g/k_BT}$ and using (\ref{exact}) gives
\begin{equation}
\frac{np}{n_i^2}=h(x)\,h(y).
\label{ratio}
\end{equation}
For $x>0$, $e^x-1>x$ gives $h(x)<1$. For the lower bound,
\begin{equation}
h(x)+\frac x2=\frac x2\,\frac{e^x+1}{e^x-1}=\frac{x/2}{\tanh(x/2)}>1,
\end{equation}
because $\tanh z<z$ for $z>0$. Thus $0<1-h(x)<x/2$, and
\begin{equation}
0<1-\frac{np}{n_i^2}=[1-h(x)]+h(x)[1-h(y)]<\frac{x+y}{2}.
\label{bound}
\end{equation}
The product always lies below $n_i^2$ in this model. The reason is the Pauli principle: at given $\mu$ the Fermi occupation is smaller than the Boltzmann factor.

The cancellation of $\mu$ requires equilibrium. If electrons and holes have separate quasi-Fermi levels $\mu_n$ and $\mu_p$, the nondegenerate exponents add to $(\mu_n-\mu_p-E_g)/k_BT$, and $np=n_i^2e^{(\mu_n-\mu_p)/k_BT}$.

\section{The undoped sheet}

Without doping, neutrality requires $n=p$. In the nondegenerate range (\ref{ni}) then gives $n=p=n_i$. The Fermi level follows from
\begin{equation}
N_ce^{(\mu_i-E_c)/k_BT}=N_ve^{(E_v-\mu_i)/k_BT}.
\end{equation}
Taking logarithms and collecting $\mu_i$,
\begin{equation}
\mu_i=\frac{E_c+E_v}{2}+\frac{k_BT}{2}\ln\frac{N_v}{N_c}.
\end{equation}
The level moves away from the band with the larger effective density of states, which needs a smaller Boltzmann factor to hold the same density.

When the gap is only a few $k_BT$, the true neutral density $n_0$ differs from $n_i$. Since $h(x)=1-x/2+O(x^2)$, equation (\ref{ratio}) with $n=p=n_0$ gives
\begin{equation}
n_0^2\simeq n_i^2\left[1-\frac{n_0}{2}\left(\frac1{N_c}+\frac1{N_v}\right)\right].
\end{equation}
The square root halves the small term, and there $n_0$ may be replaced by $n_i$ to first order:
\begin{equation}
n_0\simeq n_i\left[1-\frac{n_i}{4}\left(\frac1{N_c}+\frac1{N_v}\right)\right].
\label{first}
\end{equation}

\section{Doping}

Let $N_d$ be the net density of fully ionized donors (donors minus acceptors). Neutrality reads $n-p=N_d$. Substituting $p=n-N_d$ in $np=n_i^2$ gives $n^2-N_dn-n_i^2=0$, whose positive root is
\begin{equation}
n=\frac{N_d}{2}+\sqrt{\frac{N_d^2}{4}+n_i^2},\qquad p=\frac{n_i^2}{n}.
\end{equation}
For $N_d\gg n_i$, still with $N_d\ll N_c$, this becomes $n\simeq N_d$ and $p\simeq n_i^2/N_d$. Doping changes the two densities in opposite directions and leaves their product alone.

In the opposite limit of heavy doping, $n\simeq N_d\gg N_c$, the holes are still dilute. Linearizing only the hole bracket of (\ref{exact}) yields
\begin{equation}
p\simeq\frac{N_ve^{-E_g/k_BT}}{e^{N_d/N_c}-1}\simeq N_v\,e^{-E_g/k_BT-N_d/N_c}.
\end{equation}
The minority density now falls exponentially with doping instead of as $1/N_d$, because $\mu$ rises linearly with $n$ in a constant density of states.

\section{Temperature and environment}

With $\beta=1/k_BT$ and fixed gap and masses, $\ln n_i=\text{const}-\ln\beta-\beta E_g/2$. Therefore
\begin{equation}
-\frac{d\ln n_i}{d\beta}=\frac{E_g}{2}+k_BT .
\end{equation}
For a temperature-independent gap, the slope of an Arrhenius plot exceeds half the gap by $k_BT$, which comes from the prefactor $n_i\propto T$. Real gaps change with temperature. Since $\beta\,d/d\beta=-T\,d/dT$, the slope is then $(E_g-T\,dE_g/dT)/2+k_BT$. A coefficient $dE_g/dT=-0.3$ meV/K adds 45 meV at 300 K, more than $k_BT$.

A surrounding dielectric can change the gap by screening the Coulomb interaction in the sheet. Here that change, $\delta$, is an input. With masses unchanged,
\begin{equation}
\frac{n_i(E_g+\delta)}{n_i(E_g)}=e^{-\delta/2k_BT}.
\end{equation}
A uniform electrostatic potential shifts both edges equally and so leaves $n_i$ unchanged.

\section{When the bands are not parabolic}

Symmetric massive-Dirac bands show what the parabola omits. Put the energy zero at midgap and let
\begin{equation}
E_\pm=\pm\sqrt{\Delta^2+\hbar^2v^2k^2},\qquad \Delta=\frac{E_g}{2}.
\end{equation}
At small $k$, $E_+\simeq\Delta+\hbar^2v^2k^2/2\Delta$, so the edge mass is $m=\Delta/v^2$. Differentiating $E^2$ gives $k\,dk=E\,dE/(\hbar v)^2$. In the nondegenerate limit, with degeneracy $g$,
\begin{align}
n&=\frac{g}{2\pi}\int_0^\infty k\,dk\,e^{(\mu-E_+)/k_BT}
=\frac{g\,e^{\mu/k_BT}}{2\pi\hbar^2v^2}\int_\Delta^\infty E\,e^{-E/k_BT}dE\nonumber\\
&=\frac{g\,k_BT(\Delta+k_BT)}{2\pi\hbar^2v^2}\,e^{(\mu-\Delta)/k_BT}
=\frac{g\,mk_BT}{2\pi\hbar^2}\left(1+\frac{k_BT}{\Delta}\right)e^{(\mu-\Delta)/k_BT}.
\end{align}
The last step uses $1/v^2=m/\Delta$. Holes acquire the same factor, so $np$ is still independent of $\mu$, but $n_i$ is multiplied by $1+2k_BT/E_g$. The parabolic value thus requires $k_BT\ll E_g$ for such bands.

\section{Worked example}

The parameters are round model values: $E_g=1$ eV, $T=300$ K, electron masses $0.2$ and $0.8\,m_e$ with $g_c=4$, and isotropic hole mass $0.6\,m_e$ with $g_v=2$. Electronvolts and cm$^{-2}$ are the natural units for a device sheet. With $m_c=\sqrt{0.2\times0.8}\,m_e=0.4\,m_e$, $k_BT=0.025852$ eV and $\hbar^2/m_e=0.0762$ eV\,nm$^2$,
\begin{equation}
N_c=\frac{4\times0.4\times0.025852}{2\pi\times0.0762}\ \text{nm}^{-2}
=0.0864\ \text{nm}^{-2}=8.64\times10^{12}\ \text{cm}^{-2}.
\end{equation}
Replacing $4\times0.4$ by $2\times0.6$ gives $N_v=6.48\times10^{12}$ cm$^{-2}$. Then
\begin{equation}
n_i=7.48\times10^{12}\times3.98\times10^{-9}\ \text{cm}^{-2}
=2.98\times10^4\ \text{cm}^{-2},
\end{equation}
or $8.35\times10^{-13}$ bohr$^{-2}$. The Fermi level lies at $\tfrac12k_BT\ln0.75=-3.72$ meV from midgap. Densities summed directly over the wavevectors of a periodic box of side 100 nm reproduce both results, as the numerical output shows.

One square micrometre of a large sheet contains on average $3.0\times10^{-4}$ intrinsic electrons. This is an ensemble average for a patch that exchanges carriers with its surroundings. In this model of independent carriers, an isolated neutral flake of the same area would hold far fewer, about $(3.0\times10^{-4})^2\simeq9\times10^{-8}$, because there electrons and holes can appear only in pairs. A single net donor in that area corresponds to $10^8$ cm$^{-2}$, more than three thousand times $n_i$, so at 300 K this sheet behaves as intrinsic only if its net doping is well below $n_i$.

For $N_d=1.5\,n_i$ the quadratic formula gives $n=(0.75+1.25)n_i=2n_i=5.96\times10^4$ cm$^{-2}$ and $p=n_i/2=1.49\times10^4$ cm$^{-2}$. Stronger doping gives the following values from the state sum:
\begin{center}
\begin{tabular}{ccccc}
$N_d$ (cm$^{-2}$) & $n/N_c$ & $p$ (cm$^{-2}$) & $np/n_i^2$ & $(x+y)/2$\\
\hline
$10^{10}$ & 0.0012 & $8.88\times10^{-2}$ & 0.9994 & 0.0006\\
$10^{12}$ & 0.116 & $8.38\times10^{-4}$ & 0.943 & 0.058\\
$10^{13}$ & 1.16 & $4.71\times10^{-5}$ & 0.530 & 0.579\\
$3\times10^{13}$ & 3.47 & $3.30\times10^{-6}$ & 0.111 & 1.736
\end{tabular}
\end{center}
The last column is the upper bound (\ref{bound}) on $1-np/n_i^2$. It is close to the actual deficit at low filling and carries no information once it exceeds one. At $10^{13}$ cm$^{-2}$ the Fermi level is 0.520 eV above midgap, hence 20 meV inside the conduction band, and $n_i^2/N_d$ overestimates $p$ by a factor $1/0.530\simeq1.9$.

If the environment lowers the gap by 0.1 eV, the neutral density rises by $e^{0.1/0.0517}=6.9$, to $2.06\times10^5$ cm$^{-2}$. The Arrhenius slope at the original gap is $0.5+0.0259=0.526$ eV. Dirac-type bands with this gap would raise $n_i$ by 5.2\% above the parabolic value for the same edge masses. The effect on the minority density grows with filling, because the rising density of states holds $\mu$ lower: with this dispersion and each band's own edge mass, $p$ exceeds the tabulated value by 17\% at $10^{13}$ cm$^{-2}$ and by 48\% at $3\times10^{13}$ cm$^{-2}$.

For a gap of 0.1 eV, (\ref{ni}) gives $1.08\times10^{12}$ cm$^{-2}$, while the state sum gives $1.01\times10^{12}$ cm$^{-2}$, a ratio of 0.933. The first-order result (\ref{first}) predicts 0.927; the difference, 0.006, is of the size of the squared deficit, $0.073^2\simeq0.005$. At this gap the Dirac factor would be $1+0.0517/0.1\simeq1.5$ in the nondegenerate formula. The shape of the bands can then matter more than the degeneracy correction.

\section{Range of use}

The law concerns free carriers. Incomplete ionization changes the neutrality condition, since $N_d$ must then count only ionized donors, but it does not alter the relation between free $n$ and $p$ at given band edges. In a sheet it can be severe. A two-dimensional hydrogenic donor binds with four effective Rydbergs, 0.22 eV for mass $0.4\,m_e$ and dielectric constant 10; treated as isolated levels with spin degeneracy 2, such donors are about 27\% ionized at $10^{10}$ cm$^{-2}$ and 3\% at $10^{12}$ cm$^{-2}$ at 300 K. The $N_d$ of the table is therefore to be read as the net free-carrier density $n-p$, however it is supplied. Further occupied bands add their own terms to $n$ or $p$. If doping itself shifts the gap through interactions, $n_i$ must be evaluated with the shifted gap, and the product $np$ is no longer independent of doping. A gap reduction of only $k_BT\ln(1/0.530)\simeq16$ meV cancels the Pauli deficit found at $10^{13}$ cm$^{-2}$, and a rough first-order exchange estimate with dielectric constant 10 lowers the conduction edge by about 0.06 eV at that density. The last rows of the table and the exponential fall of $p$ describe independent carriers, not a real heavily doped sheet.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 300 K; kT = 0.025852 eV
gap: 1.00 eV; gap/kT = 38.6817
electron masses x, y: 0.2, 0.8 m_e; g_c = 4
hole masses x, y: 0.6, 0.6 m_e; g_v = 2
density-of-states masses c, v: 0.4000, 0.6000 m_e
hbar^2/m_e: 0.076200 eV nm^2
density of states c: 3.3419e+14 per eV cm^2
density of states v: 2.5064e+14 per eV cm^2
N_c: 8.6394e+12 cm^-2
N_v: 6.4795e+12 cm^-2
sqrt(N_c N_v): 7.4819e+12 cm^-2
exp(-gap/2kT): 3.9845e-09
n_i, formula: 2.9811e+04 cm^-2
n_i, formula: 8.3480e-13 bohr^-2
neutral density, state sum: 2.9811e+04 cm^-2
n_i^2: 8.8872e+08 cm^-4
mean electrons in 1 square micrometre: 2.9811e-04
mu_i above midgap, formula: -3.7186 meV
mu_i above midgap, state sum: -3.7186 meV
state-sum box side: 100 nm
largest relative error, log formulas: 3.6e-14
largest relative error, exact law: 3.0e-13
donors (cm^-2), mu-midgap (eV), n/N_c, p (cm^-2), np/n_i^2, bound
  1e+10  0.3252  0.00116  8.8820e-02  0.99942  0.00058
  1e+11  0.3849  0.01157  8.8358e-03  0.99422  0.00579
  1e+12  0.4458  0.11575  8.3827e-04  0.94324  0.05787
  1e+13  0.5202  1.15749  4.7145e-05  0.53049  0.57875
  3e+13  0.5890  3.47248  3.2953e-06  0.11124  1.73624
(bound = upper bound on 1 - np/n_i^2)
weak donors, 1.5 n_i: 4.4717e+04 cm^-2
  n: 5.9623e+04 cm^-2; p: 1.4906e+04 cm^-2
activation energy, state sum: 0.52585 eV
gap/2 + kT: 0.52585 eV
gap reduction by environment: 0.10 eV
  neutral density rises by factor: 6.9177
  new neutral density: 2.0623e+05 cm^-2
narrow gap: 0.10 eV
  n_i, formula: 1.0816e+12 cm^-2
  neutral density, state sum: 1.0095e+12 cm^-2
  ratio sum/formula: 0.9334
  ratio to first order: 0.9270
Dirac/parabolic n_i factor, quadrature: 1.05170
1 + 2kT/gap: 1.05170
\end{verbatim}
